# Matthews-Blakeslee critical thickness from threading-arm forces and from misfit-line energy, part 2

A coherent film under tensile misfit strain $\varepsilon>0$ can be relieved by a misfit dislocation at its interface with the substrate. The critical thickness $h_c$ is the film thickness $h$ at which the relief equals the cost of the line. The first half found it from the forces on a threading arm, which crosses the film and lays down misfit line as it glides. Here a long, straight line is instead brought from the surface to the interface, and the energies with and without it are compared.

The surface is $y=0$, the film fills $-h<y<0$, and the line runs along $z$, with $x$ across it in the interface. Film and substrate are isotropic, with the same shear modulus $\mu$ and Poisson ratio $\nu$. The film stress is $\sigma=2\mu(1+\nu)\varepsilon/(1-\nu)$ in both in-plane directions.

The Burgers vector $\mathbf b$, of length $b$, makes angles $\beta$ with the line and $\lambda$ with the $x$ axis: $b_x=b\cos\lambda$, $b_z^2=b^2\cos^2\beta$, and $b_y$ is normal to the surface. Material on the $+x$ side of the slipped surface is displaced by $+\mathbf b$. With $\mathbf n$ the unit normal toward that side, slip releases $(\boldsymbol\sigma\mathbf n)\cdot\mathbf b$ per area. The glide plane cuts the film in a strip of width $w=h/n_x$, and its resolved shear stress is $\sigma n_xb_x/b$.

The first half found

$$K=\frac{\mu b^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)},\qquad D=\frac{\mu}{2\pi(1-\nu)},\qquad A=\frac{1-\nu\cos^2\beta}{8\pi(1+\nu)\varepsilon\cos\lambda},$$

the driving force $F_d=\sigma b h\cos\lambda$, and the retarding force, equal to the line energy per length,

$$E(h)=K\left[\ln\frac hb+c\right].$$

The number $c$ includes the core energy and is not fixed by linear elasticity. The Matthews-Blakeslee choice $c=1$ gives $h_c=Ab[\ln(h_c/b)+1]$. This has no solution for $A<1$ and two for $A>1$; the physical one has $h_c/b>A$. Outside a core of radius $r_0$ the elastic energy is $E_{\rm el}=K[\ln(h/r_0)+C]$.

The example is a 60-degree dislocation in a cubic (001) film, with $\mu=50$ GPa, $\nu=0.3$, $b=0.4$ nm, $\varepsilon=0.01$ and $\cos\beta=\cos\lambda=\frac12$. It has $\sigma=1.86$ GPa, $A=5.66$, $K=0.841$ nN and $h_c=9.4$ nm ($1$ GPa nm$^2=1$ nN).

### Force on a straight line

Let a line at depth $a$ move by $(\delta x,\delta y)$ with $\delta y<0$. The new strip of slipped surface, per unit length of line, has the area vector $(-\delta y,\delta x)$. It is perpendicular to the motion and points to the $+x$ side. A stress $\boldsymbol\sigma$ from another source releases $(\boldsymbol\sigma\mathbf b)\cdot(-\delta y,\delta x)$, so the force per length is

$$F_x=(\boldsymbol\sigma\mathbf b)_y,\qquad F_y=-(\boldsymbol\sigma\mathbf b)_x .$$

The line's own field in an unbounded body exerts no force, since shifting the line there changes no energy. What remains is the extra stress that keeps the surface free of traction.

### The extra stress below a free surface

In Cartesian form, with $x,y$ measured from the line, the field of an edge component $b_x$ is

$$\sigma_{xx}=-Db_x\frac{y(3x^2+y^2)}{r^4},\quad \sigma_{yy}=Db_x\frac{y(x^2-y^2)}{r^4},\quad \sigma_{xy}=Db_x\frac{x(x^2-y^2)}{r^4}.$$

Place the line at $(0,-a)$ and an opposite one, with $-b_x$, at $(0,a)$. On the surface the points lie at heights $+a$ and $-a$ relative to the two lines. The shear stresses cancel, because $\sigma_{xy}$ is even in height. The normal stresses add, because $\sigma_{yy}$ is odd:

$$\sigma_{yy}(x,0)=2Db_xa\,\frac{x^2-a^2}{(x^2+a^2)^2}.$$

To remove it, take a harmonic function $\phi$ and the stresses

$$\sigma_{xx}=\phi+y\phi_y,\qquad \sigma_{yy}=\phi-y\phi_y,\qquad \sigma_{xy}=-y\phi_x ,$$

where subscripts on $\phi$ are derivatives. They are in equilibrium: $\partial_x\sigma_{xx}+\partial_y\sigma_{xy}=\phi_x-\phi_x=0$, and $\partial_x\sigma_{xy}+\partial_y\sigma_{yy}=-y(\phi_{xx}+\phi_{yy})=0$. The sum $\sigma_{xx}+\sigma_{yy}=2\phi$ is harmonic, which is the condition for a displacement to exist in plane strain. On $y=0$ they leave the normal stress $\phi$ and no shear. The required function is

$$\phi=-2Db_xa\,{\rm Re}\,\frac{1}{(x+iy-ia)^2},$$

since at $y=0$ the real part equals $(x^2-a^2)/(x^2+a^2)^2$, and the singular point $y=a$ lies outside the body.

On the axis $x=0$ this becomes $\phi=2Db_xa/(y-a)^2$. At the line, $y=-a$, it gives $\phi=Db_x/2a$ and $\phi_y=Db_x/2a^2$. The correction therefore contributes $\sigma_{xx}=\phi-a\phi_y=0$ there. The opposite line lies a distance $2a$ above, so the height in its field is $-2a$, and it contributes

$$\sigma_{xx}=-D(-b_x)\frac{(-2a)(4a^2)}{16a^4}=-\frac{Db_x}{2a}.$$

The force is $F_y=-\sigma_{xx}b_x=Db_x^2/2a$, directed to the surface.

For the component $b_y$, the unbounded field follows by a rotation through 90 degrees:

$$\sigma_{xx}=Db_y\frac{x(x^2-y^2)}{r^4},\quad \sigma_{yy}=Db_y\frac{x(x^2+3y^2)}{r^4},\quad \sigma_{xy}=Db_y\frac{y(x^2-y^2)}{r^4}.$$

With an opposite line at $(0,a)$ the normal stress cancels on the surface, and the shear stress doubles to $2Db_ya(x^2-a^2)/(x^2+a^2)^2$. Let $\psi$ be $\phi$ with $b_x$ replaced by $b_y$, and let $v$ be the conjugate function that vanishes far from the line, with $v_x=-\psi_y$ and $v_y=\psi_x$. The stresses

$$\sigma_{xy}=\psi+y\psi_y,\qquad \sigma_{yy}=-y\psi_x,\qquad \sigma_{xx}=y\psi_x+2v$$

are in equilibrium: the $x$ equation is $y(\psi_{xx}+\psi_{yy})+2v_x+2\psi_y=0$, and the $y$ equation is $\psi_x+y\psi_{xy}-\psi_x-y\psi_{xy}=0$. Their sum, $\sigma_{xx}+\sigma_{yy}=2v$, is harmonic. They remove the surface shear without adding a normal stress. At the line, $\psi+y\psi_y=0$ as before, and the opposite line gives $\sigma_{xy}=-Db_y/2a$. Hence $F_y=-\sigma_{xy}b_y=Db_y^2/2a$.

Products of $b_x$ and $b_y$ do not enter $F_y$: on the axis, the extra $\sigma_{xy}$ due to $b_x$ and the extra $\sigma_{xx}$ due to $b_y$ vanish. They also cancel in $F_x$. The opposite line and the correction due to $b_x$ give $\sigma_{yy}=-Db_x/2a+Db_x/a=Db_x/2a$, which acts on $b_y$; the extra $\sigma_{xy}=-Db_y/2a$ acts on $b_x$.

For the screw part, $\sigma_{xz}=-\mu b_zy/2\pi r^2$ and $\sigma_{yz}=\mu b_zx/2\pi r^2$. An opposite screw at $(0,a)$ cancels $\sigma_{yz}$ on the surface, so no correction is needed. At the line it gives $\sigma_{xz}=-\mu b_z/4\pi a$, and $F_y=\mu b_z^2/4\pi a$. Altogether

$$F_x=0,\qquad F_y=\frac1a\left[\frac{\mu(b_x^2+b_y^2)}{4\pi(1-\nu)}+\frac{\mu b_z^2}{4\pi}\right]=\frac Ka ,$$

since $b_x^2+b_y^2=b^2\sin^2\beta$.

### Energy of the line at the interface

Moving the line down along its glide plane costs $F_y\,da=(K/a)\,da$; the sideways part of the motion costs nothing. Begin at a depth $a_0$ larger than the core, where the energy per length is $E_0$. Then

$$E(h)=E_0+K\int_{a_0}^{h}\frac{da}{a}=E_0+K\ln\frac{h}{a_0}=K\left[\ln\frac hb+c\right],$$

with $c=E_0/K-\ln(a_0/b)$. The starting energy contains the core and is not known from elasticity. The logarithm and its prefactor agree with the first half, although no energy density has been integrated.

### Strain released from the film

The fields of the line and its opposite partner cancel at leading order far away. The total stress, including the corrections, falls off at least as fast as $1/r^2$. Displacements therefore change by a vanishing amount along a large arc through the substrate: the arc length grows as $r$, while the gradients fall as $1/r^2$ once a common rigid rotation has been removed.

Follow such an arc from the far left, below the dislocation, to the far right, and return along a horizontal line above the dislocation. This counterclockwise circuit encloses the dislocation, so $u_x$ must rise by $b_x$. The arc contributes nothing, and the return runs toward negative $x$. Thus

$$\int_{-\infty}^{\infty}\varepsilon_{xx}\,dx=-b_x\quad\text{above the line},\qquad \int_{-\infty}^{\infty}\varepsilon_{xx}\,dx=0\quad\text{below it}.$$

Each level of the film is shortened elastically by the same total amount $b_x$. The way this shortening is distributed along $x$ may differ from level to level, but its integral is the same.

When two elastic fields are added, the energy contains the cross term $\int\boldsymbol\sigma^{\rm film}:\boldsymbol\varepsilon^{\rm line}\,dx\,dy$ per unit length. The film stress acts on $\varepsilon_{xx}$ and $\varepsilon_{zz}$, and the straight line has $\varepsilon_{zz}=0$. With the line at the interface, the cross term is

$$\sigma\int_{-h}^{0}dy\int_{-\infty}^{\infty}\varepsilon_{xx}\,dx=-\sigma b_xh .$$

The film with one misfit line thus differs from the coherent film by the energy per length

$$G(h)=K\left[\ln\frac hb+c\right]-\sigma bh\cos\lambda .$$

A single line lowers the energy when $G<0$. The condition $G=0$ with $c=1$ is $K[\ln(h_c/b)+1]=\sigma bh_c\cos\lambda$. Since $K/(\sigma b\cos\lambda)=Ab$, this is

$$h_c=\frac{b(1-\nu\cos^2\beta)}{8\pi(1+\nu)\varepsilon\cos\lambda}\left[\ln\frac{h_c}{b}+1\right].$$

### Parts of the Burgers vector that cost but do not relieve

In the example, $b_x^2$, $b_y^2$ and $b_z^2$ are $1/4$, $1/2$ and $1/4$ of $b^2$. Their weights in $K$ are $0.25$, $0.50$ and $0.7\times0.25=0.175$, with sum $0.925$. More than half of $K$ comes from $b_y$, which relieves no misfit. An edge dislocation with $\mathbf b$ wholly in the interface has $\cos\beta=0$ and $\cos\lambda=1$. Its $A$ is 3.06 instead of 5.66, and with $c=1$ its critical thickness is 4.1 nm instead of 9.4 nm. The same $c$ does not mean the same core: with the constants $C$ given below, $c=1$ corresponds to a core radius of $1.05b$ for this edge and $0.57b$ for the 60-degree line. At the common radius $0.57b$ the edge has $c=1.61$ and a critical thickness of 5.1 nm. Such a dislocation glides in the interface plane, however, so an arm crossing the film cannot lay it down by glide on an inclined plane.

### How firm the number is

For the 60-degree dislocation, strains of 0.005, 0.010 and 0.020 give $h_c=22.9$, 9.4 and 3.6 nm. Doubling the strain reduces $h_c$ by more than half, because the logarithm shrinks as well. The equation ceases to have a solution when $A<1$, which here means $\varepsilon>0.057$. At that limit $h_c=b$, so continuum elasticity has failed before it is reached.

The result also depends on the constant $c$. At $\varepsilon=0.01$, the choices $c=0$, 1 and 2 give 6.2, 9.4 and 12.3 nm. Elasticity can supply the part called $C$ in $E_{\rm el}=K[\ln(h/r_0)+C]$. Numerical integration of the energy density of the half-space field outside a small core gives, for $\nu=0.3$, $C=1.05$ for $b_x$ alone, $0.05$ for $b_y$ alone, $0.69$ for a screw, and $0.44$ for the 60-degree dislocation. If no separate core energy is added, $c=1$ then corresponds to a core radius

$$r_0=b\,e^{C-1}=0.4\,e^{-0.558}\ \text{nm}=0.23\ \text{nm},$$

or $0.57b$. This is a reasonable size for a core, but it is a choice of model and not a calculation of the core. With this radius, using the numerically integrated energy instead of the logarithmic law still gives 9.4 nm.

### What each derivation assumes

The force derivation assumes that a threading dislocation is already present and long enough to have a steady region around its arm. It then answers a question of motion: does this arm advance or retreat? It needs neither the arm's shape nor the complete field below the surface. Resistance to glide can be added directly. A friction stress $\tau_f$ on the glide plane opposes motion in either direction with a force of up to $\tau_fbw$, where $w=1.22h$ in the example. It raises the thickness at which the arm begins to advance and lowers the thickness below which it retreats. Friction and driving force both grow in proportion to $h$, so if $\tau_f$ exceeds the resolved shear stress, 0.76 GPa in the example, the arm does not advance at any thickness. Between the two the arm stays at rest, so a film somewhat thicker than $h_c$ can remain coherent.

The energy derivation assumes nothing about how the line arrived. It compares two end states, and needs the half-space field to do so. It also shows what the comparison leaves out. With the line at depth $a<h$ inside the film, the levels above it are relieved, and for $c=1$

$$G(a)=K\left[\ln\frac ab+1\right]-\sigma ba\cos\lambda .$$

The derivative $K/a-\sigma b\cos\lambda$ vanishes at $a=Ab$, which is a maximum of height $K\ln A$. In the example this lies at $5.66\times0.4=2.3$ nm, with height $0.841\times1.734=1.5$ nN, or $1.5\times10^{-18}$ J per nm of line. A line that stays straight would have to cross this barrier along its whole length at once. A loop that grows from a short stretch of the surface follows a different path, which this expression does not describe. Thus $h>h_c$ makes a misfit line favourable without providing a way to create it. A threading dislocation avoids the barrier by extending the line from its end.

The same expression separates two kinds of stability. For $Ab<h<h_c$, a line at the interface is held there against vertical motion: above the interface the film stress pushes it down more strongly than the surface attracts it, and below the interface the film stress is absent. Its total energy $G(h)$ is nevertheless positive, because $h$ lies between the two roots of $G=0$, so a threading arm at its end, if it glides without friction, retreats and removes it.

Both derivations share the remaining assumptions: equal isotropic elastic constants, a flat surface, a straight and isolated misfit line, a thickness well above the core size, and the same $c$. Both omit the energy of the surface step that slip produces when $b_y\ne0$; a step energy per length would be added to $E(h)$ in either account. A surface energy of 1 J/m$^2$ acting over $|b_y|=0.28$ nm gives 0.28 nN, which moves $h_c$ from 9.4 to 10.4 nm if a step is created, or to 8.4 nm if one is removed. Different elastic constants in film and substrate would change the field of the line and hence $E(h)$. The line is also taken to be a perfect, undissociated dislocation. In the tensile (001) film of the example, on a face-centred cubic lattice with cube edge $a_{\rm c}$, a partial dislocation $\tfrac{a_{\rm c}}{6}[112]$ perpendicular to the line also relieves the film. It has length $b/\sqrt3$ and $b_x=b/3$, and it trails a stacking fault of width $w$, whose energy per area $\gamma$ reduces the driving force by $\gamma w$. With $c=1$ and the partial's own length in the logarithm, its threshold is 6.9 nm for $\gamma=0.045$ J/m$^2$, and it lies below 9.4 nm for $\gamma$ under about 0.08 J/m$^2$. Since interactions between misfit lines are absent, the equation gives the threshold for the first perfect dislocation of the chosen type, not the strain that remains in a thicker film after many have formed.
